# Landau-Zener, Airy and wave-packet probabilities at a spin-forbidden crossing

## Question

I am working on a spin-forbidden process in a two-state model. The diabatic energies of the two spin states are straight lines, $V_1=F_1x$ and $V_2=F_2x$ with $F_1>0>F_2$, coupled by a real constant spin-orbit element $V$. The particle arrives from the left on state 1, and I want the probability $P(E)$ that it finally leaves to the right on state 2, with $E$ measured from the crossing.

My parameters are $\mu=20000$ electron masses, $F_1=0.05$ and $F_2=-0.03$ hartree/bohr, and $V=0.001$ hartree. At $E=0.002$ hartree a Landau-Zener estimate that includes returns to the crossing gives about 0.28, while a weak-coupling formula with an Airy function gives about 0.62. At $E=0$ Landau-Zener gives one, and below that it gives nothing at all.

Where do the two formulas come from, which should I believe on each side of the crossing, and what would a converged wave packet give?

## Answer

At that energy the packet gives 0.44, so neither formula is good there. They fail for different reasons: the Airy formula contains interference and tunnelling but assumes weak coupling, whereas Landau-Zener allows stronger coupling but adds probabilities along classical paths. Both can be traced from the same Hamiltonian. I use atomic units with $\hbar=1$.

### An equation valid on both sides of the crossing

For linear potentials, momentum space is convenient because $x=i\,d/dp$ makes the Schrödinger equation first order. With $k\ne j$,

$$\frac{p^2}{2\mu}\phi_j+iF_j\phi_j'+V\phi_k=E\phi_j .$$

Solving for the derivative gives

$$\phi_j'=\frac{i}{F_j}\left[\left(\frac{p^2}{2\mu}-E\right)\phi_j+V\phi_k\right].$$

Without coupling, only a phase changes. I remove it by writing

$$\phi_j=\frac{c_j}{\sqrt{|F_j|}}e^{i\theta_j},\qquad
\theta_j=\frac1{F_j}\left(\frac{p^3}{6\mu}-Ep\right).$$

The factor $|F_j|^{-1/2}$ makes $|c_j|^2$ a flux: momentum changes at the rate $|F_j|$, so the flow through a given $p$ is $|F_j||\phi_j|^2=|c_j|^2$.

Define $\Delta F=F_1-F_2$, $F=\sqrt{|F_1F_2|}$ and $D=\Delta F/F^2$. Since $F_1F_2=-F^2$,

$$\frac1{F_2}-\frac1{F_1}=\frac{F_1-F_2}{F_1F_2}=-D .$$

The phase difference is therefore $\theta_2-\theta_1=-D(p^3/6\mu-Ep)$. The scaled momentum $q=p(D/2\mu)^{1/3}$ turns its cubic part into $q^3/3$, and the equations become

$$\frac{dc_1}{dq}=i\gamma c_2e^{-i\Phi},\qquad
\frac{dc_2}{dq}=-i\gamma c_1e^{i\Phi},\qquad
\Phi=\frac{q^3}{3}-\varepsilon q,$$

$$\varepsilon=E(2\mu D^2)^{1/3},\qquad
\gamma=\frac VF\left(\frac{2\mu}{D}\right)^{1/3}.$$

The opposite signs in front of $i\gamma$ come from the opposite slopes. Two numbers, $\varepsilon$ and $\gamma$, now fix the probability.

The force on state 1 is $-F_1<0$, so its momentum runs from $+\infty$ to $-\infty$, and its incoming end is $q=+\infty$. On state 2 the force is positive, so $q=-\infty$ is incoming and $q=+\infty$ is outgoing. Nothing arrives on state 2, hence $c_2(-\infty)=0$. I choose $c_1(-\infty)=1$ and call $\beta=c_2(+\infty)$.

The derivatives of $|c_1|^2$ and $|c_2|^2$ are both $2\,\mathrm{Re}(i\gamma c_1^*c_2e^{-i\Phi})$, so $|c_1|^2-|c_2|^2$ is constant and equals one. The incoming flux is then $|c_1(+\infty)|^2=1+|\beta|^2$, and

$$P=\frac{|\beta|^2}{1+|\beta|^2}<1 .$$

This holds for any coupling in this model and for either sign of $E$.

### Weak coupling: the Airy formula

To first order in $\gamma$, set $c_1=1$ in the equation for $c_2$:

$$\beta\approx-i\gamma\int_{-\infty}^{\infty}e^{i(q^3/3-\varepsilon q)}dq
=-2\pi i\gamma\,\mathrm{Ai}(-\varepsilon).$$

The last step is the integral definition of the Airy function. Dropping $|\beta|^2$ from the denominator, which is also a higher-order correction, gives

$$P_A=4\pi^2\gamma^2\,\mathrm{Ai}^2(-\varepsilon).$$

Each further transfer between the states brings a factor $\gamma$, and $\beta$ contains odd powers alone. Its next term is of order $\gamma^3$, so the error of $P_A$ is of order $\gamma^4$, that is, $V^4$ at fixed $E$. Halving a small coupling at $\varepsilon=1$ reduced the error by a factor 15.9, close to the leading-order value 16.

Nothing in $P_A$ keeps it below one. That bound was lost when the denominator was dropped.

### What the Airy function describes

**Above the crossing,** for $\varepsilon\gg1$, the integral comes mainly from the points where $\Phi'=q^2-\varepsilon=0$, namely $q=\pm\sqrt\varepsilon$. These are the two passages of the crossing, with momenta $\pm\sqrt{2\mu E}$. There $\Phi=\mp\tfrac23\varepsilon^{3/2}$ and $\Phi''=\pm2\sqrt\varepsilon$. Each point contributes a Gaussian integral of size $\sqrt{\pi/\sqrt\varepsilon}$, with phases $\mp(\tfrac23\varepsilon^{3/2}-\tfrac\pi4)$. Their sum gives

$$P_A\approx\frac{4\pi\gamma^2}{\sqrt\varepsilon}
\cos^2\!\left(\frac23\varepsilon^{3/2}-\frac\pi4\right).$$

The particle can hop on its way right, or turn on state 1, hop on its way left, and turn on state 2. Both routes end in the same outgoing channel, so their amplitudes interfere. The phase average, with $\cos^2\to\tfrac12$, is $2\pi\gamma^2/\sqrt\varepsilon$.

**Below the crossing,** put $s=\sqrt{|\varepsilon|}$. The stationary points are imaginary, and the contour can be moved through $q=is$. There $i\Phi=-\tfrac23s^3$, and the Gaussian integral is $\sqrt{\pi/s}$. Squaring gives, for $|\varepsilon|\gg1$,

$$P_A\approx\frac{\pi\gamma^2}{\sqrt{|\varepsilon|}}e^{-S},\qquad
S=\frac43|\varepsilon|^{3/2}.$$

This exponent is twice the tunnelling action. The turning points are $E/F_1<0$ and $E/F_2>0$, and the action under the first slope is

$$\int_{E/F_1}^0\sqrt{2\mu(F_1x-E)}\,dx
=\frac{2\sqrt{2\mu}}{3F_1}|E|^{3/2}.$$

The second slope gives the same expression with $|F_2|$. Since $1/F_1+1/|F_2|=D$, twice the sum is $\tfrac43\sqrt{2\mu}\,D|E|^{3/2}$, which is $S$.

**At the crossing energy** the result is finite and smooth: $P_A=4\pi^2\gamma^2\mathrm{Ai}^2(0)$.

### Landau-Zener for one passage

Now let the particle follow $x=vt$ through the crossing with constant $v=\sqrt{2E/\mu}$. The diabatic energy difference is $\alpha t$ with $\alpha=v\Delta F$. The amplitudes, without their diabatic phases, obey

$$i\dot a_1=Va_2e^{i\alpha t^2/2},\qquad
i\dot a_2=Va_1e^{-i\alpha t^2/2}.$$

Differentiating the first equation and eliminating $a_2$ gives

$$\ddot a_1-i\alpha t\,\dot a_1+V^2a_1=0 .$$

At large $|t|$ there is a slow solution with $\dot a_1/a_1\approx-iV^2/(\alpha t)$ and a fast one containing $e^{i\alpha t^2/2}$. A particle starting on state 1 has the slow solution alone at $t\to-\infty$.

Follow it to $t\to+\infty$ on a large semicircle in the upper half of the complex $t$ plane. In the second quadrant the fast solution would be exponentially large, but its coefficient is zero. In the first quadrant the fast solution is exponentially small, so any amount that appears there leaves the coefficient of the slow one unchanged. On this path $\int dt/t=-i\pi$, hence

$$\left|\frac{a_1(\infty)}{a_1(-\infty)}\right|
=\exp\left(-\frac{\pi V^2}{\alpha}\right).$$

Squaring gives the probability of staying on the diabat. The probability of a hop is

$$p=1-\exp\left(-\frac{2\pi V^2}{v\Delta F}\right).$$

### Adding the returns

Let $B$ be the chance of finally leaving on state 2 when the particle approaches the crossing leftwards on state 1. It must hop, with probability $p$; otherwise it escapes left. After the hop it climbs state 2, turns, and comes back moving right. It then stays on state 2 and leaves, with probability $1-p$, or hops to state 1, turns, and is in the starting situation again:

$$B=p[(1-p)+pB]\quad\Rightarrow\quad
B=\frac{p(1-p)}{1-p^2}=\frac p{1+p}.$$

The first rightward passage either hops or leads to this situation, so

$$P_{LZ}=p+(1-p)\frac p{1+p}=\frac{2p}{1+p}.$$

The expression $2p-p^2$ stops after two passages and counts every hop to state 2 as final. Since $P_{LZ}=2p-2p^2+\dots$, the two agree only to first order in $p$.

For weak coupling, $p\approx2\pi V^2/(v\Delta F)$. Inserting the definitions of $\gamma$ and $\varepsilon$ gives

$$\frac{\pi\gamma^2}{\sqrt\varepsilon}
=\frac{\pi V^2}{\Delta F}\sqrt{\frac{2\mu}{E}}
=\frac{2\pi V^2}{v\Delta F}\approx p .$$

The phase average of $P_A$ is thus $2p$, the same as the weak-coupling limit of $P_{LZ}$. The formulas agree on the mean far above the crossing, while Landau-Zener lacks the oscillation.

Its value of one at $E\to0^+$ arises because $v\to0$ makes $p\to1$. The turning points are then close to the crossing, and the assumption of separate passages at constant speed has failed.

### Getting $P(E)$ from a wave packet

A packet contains many energies, so its total transferred population is not $P(E)$. The incoming energy amplitude is its overlap with the momentum eigenfunctions of state 1,

$$A_1(E)=\int\phi_E^*(p)\psi_1(p,0)\,dp,\qquad
\phi_E=\frac{e^{i(p^3/6\mu-Ep)/F_1}}{\sqrt{2\pi F_1}} .$$

On the outgoing side, record state 2 at a point $x_d$ beyond the coupling region and transform in time:

$$\tilde\psi(x,E)=\frac1{\sqrt{2\pi}}\int e^{iEt}\psi_2(x,t)\,dt,$$

$$P(E)=\frac{\mathrm{Im}[\tilde\psi^*\partial_x\tilde\psi]_{x_d}}{\mu|A_1(E)|^2}.$$

The packet starts at $-2.2$ bohr. Absorbers remove it at both ends, and the coupling is turned off smoothly far from the crossing, where the states are well separated in energy.

The run must be long enough to include the returns. The interference phase $\tfrac43\varepsilon^{3/2}$ has the energy derivative $2D\sqrt{2\mu E}$, which is the delay of the second route. At $E=0.010$ hartree it is $2(53.33)(20)\approx2130$ atomic units. I used a total time of 12000; stopping before the second route has left would remove the interference.

The packet results agree with direct integration of the equations for $c_1$ and $c_2$ to within 0.04% of the latter at all ten energies and both couplings. "Exact" below means this converged answer for the two-state model. Other spin components, rotation and further vibrational modes are left out.

### Your numbers

The parameters give $F=\sqrt{0.05\times0.03}=0.03873$ hartree/bohr and $D=0.08/0.0015=53.33$ bohr/hartree. For $V=0.001$ hartree (219 cm$^{-1}$),

$$\gamma=\frac{0.001}{0.03873}\left(\frac{40000}{53.33}\right)^{1/3}=0.235 .$$

One unit of $\varepsilon$ is 0.002064 hartree, so your energy has $\varepsilon=0.969$. For Landau-Zener, $v=\sqrt{0.004/20000}=4.47\times10^{-4}$ and the exponent is $2\pi\times10^{-6}/(4.47\times10^{-4}\times0.08)=0.176$. Hence $p=0.161$ and $P_{LZ}=0.322/1.161=0.277$.

| $E$ (hartree) | Exact | Airy | LZ |
|---:|---:|---:|---:|
| −0.004 | 0.0037 | 0.0032 | none |
| 0 | 0.247 | 0.274 | none |
| 0.002 | 0.437 | 0.622 | 0.277 |
| 0.005 | 0.0020 | 0.0076 | 0.190 |
| 0.010 | 0.261 | 0.313 | 0.140 |

At 0.002 hartree the Airy value is 42% above the exact one. Restoring the denominator alone does not cure this: $0.622/(1+0.622)=0.383$ is too low. The higher-order terms in $\beta$ matter as well.

At 0.005 hartree the two routes nearly cancel. Replacing $q$ by $-q$ and taking complex conjugates leaves the equations for $c_1$ and $c_2$ unchanged, which makes $\beta$ purely imaginary. It can therefore change sign as the energy varies, and the exact probability falls to zero there, as the Airy value does. Airy places this zero slightly too low, at 0.00483 instead of 0.00492 hartree, and so close to a zero even a small shift causes a large relative error. Landau-Zener has no dip.

With $V=0.0002$ hartree (44 cm$^{-1}$), $\gamma=0.047$ and the Airy formula works on both sides. Its error relative to the exact result is −0.6% at −0.004 hartree, +1.6% at 0.002 and +3.7% at 0.005, on the flank of the dip. Closer to the zero near 0.00483 hartree the relative error becomes large even at this coupling, because the exact and Airy zeros do not quite coincide, although both probabilities are then very small. Landau-Zener is 43% too low at 0.002 and 30 times too high at 0.005. It comes within about 2% at 0.001 hartree, but there its curve is crossing the exact one on its way to the false limit of one.

### Strong coupling and deep tunnelling

At $V=0.003$ hartree, the first Airy maximum is 5.61, whereas the exact probability there is 0.974. Landau-Zener becomes useful if its proper target, the phase average, is taken. Over six interference periods between 0.0166 and 0.0283 hartree, the means are 0.546 exact, 0.547 from $2p/(1+p)$, and 0.611 from $2p-p^2$. The later hops are therefore needed.

Far below the crossing, finite coupling also lowers the barrier. The lower adiabatic energy is

$$U_-=\frac{(F_1+F_2)x}{2}-\sqrt{\left(\frac{\Delta F\,x}{2}\right)^2+V^2},$$

which equals $-V$ at the crossing instead of zero. For $E=-0.008$ and $V=0.001$ hartree, this reduces twice the tunnelling action from 10.18 to 9.91. The exact probability, $3.7\times10^{-6}$, is 14% above the Airy value. The change in action alone would give a factor $e^{0.26}\approx1.30$, so the lower barrier accounts for the direction of the change, while the factor in front of the exponential must change too.

For your coupling of 0.001 hartree, I would use the equations for $c_1$ and $c_2$, or the packet, on both sides of the crossing. The Airy formula is suitable when $\gamma\ll1$, with extra care near its zeros. A small $P_A$ alone is not enough: with your coupling it is tiny at −0.004 and −0.008 hartree, yet 14% and 12% below the exact values. Landau-Zener is suitable well above the crossing when the interference is averaged out. The full set of energies is in the numerical output below.

## Calculated quantities

```
reduced mass = 20000 electron masses
slopes F1, F2 = 0.050, -0.030 hartree/bohr
slope difference = 0.080 hartree/bohr
geometric mean slope = 0.03873 hartree/bohr
D = 53.3333 bohr/hartree
energy unit (eps = 1) = 0.002064 hartree
packet: centre -2.2 bohr, width 0.2 bohr, p0 67.53 a.u.
packet: time step 2, total time 12000 a.u.
V = 0.0002 hartree = 43.9 cm^-1, gamma = 0.04692
E/hartree     eps    packet     momentum   Airy       LZ
  -0.004  -1.9383 1.2848e-04 1.2848e-04 1.2773e-04 none
  -0.002  -0.9691 1.7181e-03 1.7181e-03 1.7099e-03 none
  -0.001  -0.4846 4.8162e-03 4.8162e-03 4.8065e-03 none
   0.000   0.0000 1.0914e-02 1.0914e-02 1.0954e-02 none
   0.001   0.4846 1.9185e-02 1.9185e-02 1.9406e-02 1.9577e-02
   0.002   0.9691 2.4481e-02 2.4481e-02 2.4873e-02 1.3903e-02
   0.003   1.4537 1.9661e-02 1.9661e-02 1.9842e-02 1.1374e-02
   0.005   2.4228 2.9399e-04 2.9399e-04 3.0495e-04 8.8269e-03
   0.007   3.3920 1.4138e-02 1.4138e-02 1.4242e-02 7.4678e-03
   0.010   4.8457 1.2441e-02 1.2441e-02 1.2536e-02 6.2537e-03
V = 0.0010 hartree = 219.5 cm^-1, gamma = 0.23459
E/hartree     eps    packet     momentum   Airy       LZ
  -0.004  -1.9383 3.6909e-03 3.6921e-03 3.1932e-03 none
  -0.002  -0.9691 4.7847e-02 4.7849e-02 4.2747e-02 none
  -0.001  -0.4846 1.2473e-01 1.2473e-01 1.2016e-01 none
   0.000   0.0000 2.4723e-01 2.4722e-01 2.7384e-01 none
   0.001   0.4846 3.7140e-01 3.7141e-01 4.8515e-01 3.6055e-01
   0.002   0.9691 4.3674e-01 4.3672e-01 6.2183e-01 2.7744e-01
   0.003   1.4537 3.9235e-01 3.9237e-01 4.9604e-01 2.3569e-01
   0.005   2.4228 1.9520e-03 1.9515e-03 7.6238e-03 1.9025e-01
   0.007   3.3920 2.9638e-01 2.9640e-01 3.5605e-01 1.6447e-01
   0.010   4.8457 2.6089e-01 2.6092e-01 3.1340e-01 1.4046e-01
Airy error ratio on halving V (eps = 1) = 15.886
first Airy maximum: eps = 1.0188, E = 0.002102 hartree
  V = 0.0002 hartree: exact 0.0245, Airy 0.0249
  V = 0.0010 hartree: exact 0.4381, Airy 0.6234
  V = 0.0030 hartree: exact 0.9741, Airy 5.6104
phase average, V = 0.003 hartree, E = 0.0166 to 0.0283 hartree:
  exact 0.5457, 2p/(1+p) 0.5469, 2p-p^2 0.6110
deep tunnelling: E = -0.008 hartree, V = 0.001 hartree, eps = -3.8765
  S diabatic = 10.1766, S adiabatic = 9.9141
  exact 3.7191e-06, Airy 3.2586e-06, tail 3.3412e-06
  exact/Airy = 1.1413
```
